# Why sulfur vacancies do not by themselves explain n-type MoS2

**Question**

My monolayer MoS2 transistors conduct electrons without intentional doping, and microscopy shows many missing sulfur atoms. The explanation I was given is that each missing sulfur leaves two electrons behind, so the vacancy is a donor. Yet defect calculations call the same vacancy a deep acceptor. Are the two electrons a miscount? And if the level is merely deep, could a large number of vacancies still supply a useful electron density?

**Answer**

The count of two is right. What does not follow is that these electrons are in, or near, the conduction band. In the models below, the neutral isolated vacancy holds them in a bound state, and the empty states above it, when they lie in the gap, can capture further electrons. Published density-functional calculations of isolated vacancies in MoS2 place the relevant acceptor level deep in the gap. I take that finding as input. The models below show how it fits with the electron count and what it implies for conduction. They use round parameters and do not predict the MoS2 levels.

**Where the two electrons go**

A sulfur atom contributes three p orbitals to the valence bands, with room for six electrons, but brings only four p electrons. The metal supplies the other two. Removing a neutral sulfur therefore removes six places and four electrons:

\[
6-4=2 .
\]

Two electrons must find other states. The count says nothing about the energy of those states.

Suppose that each of the three metal atoms around the vacancy has one hybrid orbital facing it. Set the hybrid energy to zero and let each pair be coupled by \(-t\), with \(t>0\). For amplitudes \(c_i\),

\[
Ec_i=-t\sum_{j\ne i}c_j=-t\Big(\sum_j c_j-c_i\Big).
\]

If all amplitudes are equal, the bracket is \(2c_i\) and \(E=-2t\). If they sum to zero, the bracket is \(-c_i\) and \(E=+t\). The second condition leaves two independent states. The two electrons thus fill a singlet, and a doublet with room for four more stays empty.

**Why these states can lie deep**

Consider a generic lattice in which every metal and every anion has three hybrids. A metal hybrid couples by \(-V\) to the anion hybrid facing it, whose energy is \(\varepsilon_A<0\). Around an intact anion, a metal combination of energy \(\varepsilon_M\) (\(-2t\) or \(t\)) mixes with the matching anion combination:

\[
E_\pm=\frac{\varepsilon_M+\varepsilon_A}{2}\pm
\sqrt{\left(\frac{\varepsilon_M-\varepsilon_A}{2}\right)^2+V^2}.
\]

The upper solution lies above \(\varepsilon_M\): this is the antibonding push that forms the conduction band. At the vacancy the anion is gone, the push is absent, and the levels remain near \(-2t\) and \(t\).

Hybrids on the same metal also couple, by \(-w\). A vacancy hybrid then reaches two others, each facing a different intact anion. To find their response, eliminate the anion amplitude with \((E-\varepsilon_A)c_A=-Vc_M\). This adds \(V^2/(E-\varepsilon_A)\) to the metal energy. A single hybrid is one third singlet and two thirds doublet, so its Green function is

\[
g(E)=\frac13\frac{1}{E+2t-\frac{V^2}{E-\varepsilon_A}}
+\frac23\frac{1}{E-t-\frac{V^2}{E-\varepsilon_A}} .
\]

Two excursions, each with amplitude \((-w)^2\), give the leading shift \(2w^2g(E)\), evaluated at the unshifted level.

Take \(\varepsilon_A=-3\), \(V=3\), \(t=0.3\) and \(w=0.2\) eV. For the doublet, \(V^2/(E-\varepsilon_A)=9/3.3=2.73\) eV, so \(g=-0.427\) eV\(^{-1}\), and

\[
E_{\rm doublet}\approx0.300+0.08(-0.427)=0.266\ {\rm eV}.
\]

Diagonalizing the lattice with one anion removed gives 0.264 eV. For the singlet the two values agree at \(-0.619\) eV. The lattice also confirms the count: three valence orbitals disappear and two electrons remain. The host conduction edge is at 1.162 eV, so the filled singlet lies 1.78 eV below it and the doublet 0.90 eV below it.

Depth is not guaranteed by the count. With \(V\) reduced to 1 eV, the highest filled state is only 0.13 eV below the conduction edge, although the number of electrons is unchanged. The conduction edge then lies at \(-0.586\) eV, and no doublet level remains in the gap. These are one-electron energies in a model without the d-orbital structure of MoS2 or the second sulfur layer. They show a mechanism, not the depth in the real material. For \(V=3\) eV the valence edge is at \(-4.723\) eV, so the gap is 5.9 eV and both levels lie in its upper half; by the sign condition derived below, such a vacancy would act as a very deep donor. The next section instead places the singlet near the valence edge by choice, and the acceptor behavior found there rests on that choice, not on this lattice.

**From orbitals to donor and acceptor levels**

Doping is governed by total energies of charge states. From here on, energies are measured from the valence edge. Let the singlet energy be \(a\), the doublet energy \(e\), and the charging energy \(U\). With \(N\) electrons in these orbitals, the charge in units of the elementary charge is \(q=2-N\), and

\[
E=aN_a+eN_e+\frac U2(N-2)^2 .
\]

The lowest energies are

\[
E(+)=a+\frac U2,\qquad E(0)=2a,
\]
\[
E(-)=2a+e+\frac U2,\qquad E(2-)=2a+2e+2U .
\]

The formation energy is \(E_f(q)=E(q)+qE_F+R\), where \(E_F\) is the Fermi level and \(R\) contains the atomic reservoirs. Since \(R\) is the same for every charge, it cancels when \(E_f(q)=E_f(q-1)\):

\[
\varepsilon(q/q-1)=E(q-1)-E(q).
\]

Sulfur-poor growth can thus change the number of vacancies without moving their levels. Subtracting the energies above gives

\[
\varepsilon_+=\varepsilon(+/0)=a-\frac U2,\qquad
\varepsilon_-=\varepsilon(0/-)=e+\frac U2,
\]
\[
\varepsilon_2=\varepsilon(-/2-)=e+\frac{3U}{2}.
\]

For \(a=0.3\), \(e=1.2\), \(U=0.4\) and a gap \(E_g=2.0\) eV, the levels are 0.10, 1.40 and 1.80 eV. The first acceptor level is 0.60 eV below the conduction edge.

A deep acceptor is not a weak donor. A donor is neutral when filled and can release its own electron. An acceptor is neutral when empty, so any electron it releases must first have come from elsewhere.

**Can many vacancies supply electrons together?**

The numbers of arrangements for \(q=+1,0,-1,-2\) are 2, 1, 4 and 6. The last is the number of ways to put two electrons in four spin-orbitals. The orbitals also allow \(q=+2,-3,-4\), but for the parameters above the nearest of these levels, \(\varepsilon(2+/+)=a-3U/2=-0.30\) eV and \(\varepsilon(2-/3-)=e+5U/2=2.20\) eV, lie outside the gap. These charges are therefore left out of the formulas below; the numerical solutions include them. Exchange splitting and Jahn-Teller distortion, both omitted here, would change these factors. Relative to the neutral state, the thermal weights are

\[
W_+=2e^{(\varepsilon_+-E_F)/kT},\qquad
W_-=4e^{(E_F-\varepsilon_-)/kT},
\]
\[
W_2=6e^{(2E_F-\varepsilon_--\varepsilon_2)/kT},
\]

and the mean charge is

\[
\langle q\rangle=\frac{W_+-W_--2W_2}{1+W_++W_-+W_2}.
\]

For a parabolic two-dimensional band of mass \(m\) and total degeneracy \(g_b\), \(k\,dk=m\,dE/\hbar^2\) gives a constant density of states \(g_bm/(2\pi\hbar^2)\). Integrating it with the Fermi function yields

\[
n=N_c\ln\!\left[1+e^{(E_F-E_g)/kT}\right],\qquad
N_c=\frac{g_bmkT}{2\pi\hbar^2}.
\]

With equal band masses and degeneracies, the hole density is \(p=N_c\ln(1+e^{-E_F/kT})\). For vacancy density \(N_V\) and other fixed positive charge \(N_{\rm fix}\), neutrality requires

\[
p-n+N_V\langle q\rangle+N_{\rm fix}=0 .
\]

Raising \(E_F\) lowers \(p\) and raises \(n\). It also lowers \(\langle q\rangle\), because differentiating the thermal average gives \(d\langle q\rangle/dE_F=-(\langle q^2\rangle-\langle q\rangle^2)/kT\). The left side therefore falls steadily and has one root.

Now set \(N_{\rm fix}=0\). At the intrinsic Fermi level \(p=n\), and the left side equals \(N_V\langle q\rangle\). If this is negative, the root lies lower and the vacancies reduce \(n\) below its intrinsic value. If it is positive, they raise \(n\).

At 300 K, with \(m\) half the electron mass, \(g_b=4\) and \(N_V=10^{12}\) cm\(^{-2}\), the intrinsic Fermi level is 1.00 eV. Vacancies alone move it to 0.742 eV. An estimate follows from balancing positive and negative vacancies, \(W_+=W_-\):

\[
E_F\approx\frac{\varepsilon_++\varepsilon_-}{2}-\frac{kT}{2}\ln2
=0.750-0.009=0.741\ {\rm eV}.
\]

The small difference comes from free holes, whose positive charge the estimate omits. The electron density falls from \(1.7\times10^{-4}\) to \(8\times10^{-9}\) cm\(^{-2}\). Both mean no electrons in any practical sample.

The sign condition matters. If the first two levels are moved to 0.80 and 2.20 eV, the vacancies raise \(n\), but only to about 390 cm\(^{-2}\). For comparison, \(10^{12}\) cm\(^{-2}\) hypothetical single donors would give \(5.7\times10^{11}\) cm\(^{-2}\) electrons at a depth of 0.05 eV, but only \(2.1\times10^7\) cm\(^{-2}\) at 0.60 eV. More defects help slowly. For \(N\) single donors of depth \(\Delta\) that are mostly un-ionized, neutrality gives \(n\approx\sqrt{N_cN/2}\,e^{-\Delta/2kT}\). At \(N=10^{13}\) cm\(^{-2}\) this is \(6.7\times10^7\) cm\(^{-2}\) for \(\Delta=0.60\) eV and \(1.5\times10^{11}\) cm\(^{-2}\) for \(\Delta=0.2\) eV. At such densities and 300 K, the original explanation needs a donor level within roughly 0.2 eV of the conduction edge, not just two leftover electrons.

**What vacancies do to electrons from another source**

When \(E_F\) is well above \(\varepsilon_2\) but still well below \(\varepsilon(2-/3-)\), each vacancy holds two extra electrons. Then \(\langle q\rangle\approx-2\), \(p\) is negligible, and

\[
n\approx N_{\rm fix}-2N_V .
\]

For \(N_{\rm fix}=3\times10^{12}\) cm\(^{-2}\), the estimate is \((3-2)\times10^{12}=10^{12}\) cm\(^{-2}\). The full solution is \(1.003\times10^{12}\) cm\(^{-2}\), compared with \(3\times10^{12}\) cm\(^{-2}\) without vacancies.

When \(N_{\rm fix}\) is below \(2N_V\), with \(N_V=10^{12}\) cm\(^{-2}\) as before, the vacancies capture nearly all the electrons that would otherwise balance the fixed charge in the conduction band. The capacity of two electrons per vacancy needs \(\varepsilon_2=\varepsilon_-+U\) well inside the gap. If a larger \(U\) puts \(\varepsilon_2\) well above the conduction edge, each vacancy holds one electron, the threshold is \(N_V\), and above it \(n\approx N_{\rm fix}-N_V\). At \(N_{\rm fix}=0.5N_V\), half are neutral and half singly negative, so \(W_-=1\):

\[
E_F=\varepsilon_--kT\ln4=1.364\ {\rm eV}.
\]

The electron density is then about 220 cm\(^{-2}\), instead of \(5\times10^{11}\) cm\(^{-2}\) without vacancies. At \(N_{\rm fix}=1.5N_V\), nearly equal numbers are singly and doubly negative. Setting \(W_-=W_2\) gives \(E_F=\varepsilon_2-kT\ln(3/2)=1.79\) eV, and \(n\) is \(3.1\times10^9\) cm\(^{-2}\).

**What this means for your transistors**

Ionized donor impurities and positive charge in the dielectric both enter as \(N_{\rm fix}\). A positive gate voltage also induces electrons, so conduction under gate bias does not by itself establish chemical doping. Contacts can select the carrier type too. In the ideal thermionic picture, injection varies as \(e^{-\Phi/kT}\), and the electron and hole barriers add up to the gap. A contact Fermi level in the upper half of the gap therefore favors electrons, apart from differences in prefactors and tunneling. Each of these is a candidate that needs its own evidence in your samples.

A useful experiment would change the vacancy density while holding the other charges and the contacts fixed. With the levels at 0.10, 1.40 and 1.80 eV, the vacancies are negative on average throughout the n-type regime, so more vacancies mean fewer free electrons. An observed increase would point to something outside this picture: another charge that changed at the same time, a vacancy complex or filled vacancy with different levels, or transport through overlapping defect states. It would not, without further evidence, show that the isolated sulfur vacancy is a shallow donor. The full set of values is in the numerical output below.

## Computed values

```
LATTICE MODEL (metal hybrid energy = 0)
Anion energy = -3.0 eV; V = 3.0 eV
t = 0.3 eV; w = 0.2 eV; lattice = 8 x 8 cells
Host valence edge = -4.723 eV
Host conduction edge = 1.162 eV
Valence orbitals lost = 3
Electrons left in vacancy orbitals = 2
Singlet: lattice -0.6193, formula -0.6186 eV
Doublet: lattice 0.2638, formula 0.2659 eV
Singlet weight on three facing hybrids = 0.988
Singlet change from 6 x 6 to 8 x 8 = 2.6e-13 eV
Filled-state depth below conduction edge = 1.782 eV
Empty-doublet depth below conduction edge = 0.898 eV
Filled-state depth for V = 1.0 eV: 0.133 eV
CHARGE MODEL (valence edge = 0)
T = 300 K; kT = 0.02585 eV; gap = 2.0 eV
Band mass = 0.5 electron masses; degeneracy = 4
a = 0.3 eV; e = 1.2 eV; U = 0.4 eV
Level (+/0) = 0.10 eV
Level (0/-) = 1.40 eV
Level (-/2-) = 1.80 eV
Depth of (0/-) below conduction edge = 0.60 eV
Depth of (-/2-) below conduction edge = 0.20 eV
Nc = 1.080e+13 cm^-2; vacancy density = 1.0e+12 cm^-2
Intrinsic: EF = 1.0000 eV, n = 1.71e-04 cm^-2
Vacancies alone: EF = 0.7424 eV, n = 8.07e-09 cm^-2
Vacancies alone, EF formula = 0.7410 eV
Counterexample levels (+/0), (0/-) = 0.80, 2.20 eV
Counterexample n = 3.87e+02 cm^-2
Hypothetical donor depth 0.05 eV: EF = 1.9247 eV, n = 5.710e+11 cm^-2
Hypothetical donor depth 0.60 eV: EF = 1.6603 eV, n = 2.120e+07 cm^-2
Fixed positive charge density = 5.0e+11 cm^-2
  With vacancies: EF = 1.3642 eV, mean q = -0.5000 e, n = 2.248e+02 cm^-2
  Without vacancies: n = 5.000e+11 cm^-2
Fixed positive charge density = 1.5e+12 cm^-2
  With vacancies: EF = 1.7892 eV, mean q = -1.4969 e, n = 3.105e+09 cm^-2
  Without vacancies: n = 1.500e+12 cm^-2
Fixed positive charge density = 3.0e+12 cm^-2
  With vacancies: EF = 1.9398 eV, mean q = -1.9970 e, n = 1.003e+12 cm^-2
  Without vacancies: n = 3.000e+12 cm^-2
Pinning formulas: 1.3642 and 1.7895 eV
```
